**Gauge-matched leads for a six-terminal lattice Hall bar**

The program tests a rule for Peierls phases: copy the transverse phases of the device's edge row into each lead, and give outward links the phase \(2\pi\alpha(s-s_p)\). Here \(\alpha=eBa^2/h\) is the flux per plaquette in units of \(h/e\), \(s\) is the transverse lead coordinate, and \(s_p\) is a free constant. It asserts that all 1769 inspected plaquettes carry the right flux in three device gauges, one of them random, and that the transmissions agree between these gauges at 1 T and 5 T. It also asserts agreement with a calculation in one global gauge that uses long absorbing leads built cell by cell. Further assertions cover current conservation, field reversal, lattice Landau levels, and the number and direction of edge channels. Two faulty constructions are shown to give wrong fluxes and, at 1 T, transmission errors of 0.70 and 2.61. At 5 T the correct bar gives a Hall resistance of 12.906 kΩ, equal to \(h/(2e^2)\) at the printed accuracy. The output also sizes thermal, Zeeman, Coulomb, lifetime and band effects that the model omits.

## Numerical verification

```python
"""
RESULT UNDER TEST
Square lattice, spacing a, electrons of charge -e, uniform field B along +z,
alpha = e B a^2 / h. A hop j -> i has matrix element -t exp(i theta_ij) and the
counterclockwise sum of theta around each plaquette must be -2 pi alpha.
Lead rule, for outward unit vector u and ANY correct device gauge:
  * transverse phases of the device edge row are copied to all lead cells;
  * each outward link has phase 2 pi alpha (s - s_p), s = (z x u).r / a.
Claim: leads are periodic, all fluxes are right, transmissions T[p, q]
(from lead q to lead p) do not depend on the gauge.
Leads, clockwise: 0 left, 1 top left, 2 top right, 3 right,
4 bottom right, 5 bottom left. Energies are in meV.
"""
import numpy as np
from scipy import constants as C
from scipy import sparse
from scipy.sparse.linalg import splu

# ---------- rough GaAs/AlGaAs parameters ----------
MEV = 1e-3 * C.e
a = 5e-9                       # lattice spacing, m
mass = 0.067 * C.m_e
density = 2.4e15               # m^-2
t = C.hbar**2 / (2 * mass * a**2) / MEV
E_F = np.pi * C.hbar**2 * density / mass / MEV
B_LOW, B_HIGH = 1.0, 5.0       # tesla
L, W = 62, 24                  # bar length and width in sites
DISORDER = 2.0                 # site energies uniform in +-DISORDER, meV
ETA = 1e-6 * t                 # small imaginary energy in the leads

rng = np.random.default_rng(7)
site_energy = rng.uniform(-DISORDER, DISORDER, L * W)
random_lambda = rng.uniform(-np.pi, np.pi, (L, W))
random_shift = rng.uniform(-30, 30, 6)


def alpha_of(B):
    return C.e * B * a**2 / C.h


def row(ms, n):
    return np.array([(m, n) for m in ms])


def column(m):
    return np.array([(m, n) for n in range(W)])


first, second = range(6, 26), range(36, 56)
leads = [(column(0), np.array([-1, 0])),
         (row(first, W - 1), np.array([0, 1])),
         (row(second, W - 1), np.array([0, 1])),
         (column(L - 1), np.array([1, 0])),
         (row(second, 0), np.array([0, -1])),
         (row(first, 0), np.array([0, -1]))]
edge_index = [r[:, 0] * W + r[:, 1] for r, u in leads]


def link_phase(gauge, alpha, r1, r2):
    """Peierls phase of the hops r1 -> r2 (arrays of neighbouring sites)."""
    if gauge == "y":           # A = (0, B x)
        return -2 * np.pi * alpha * r1[:, 0] * (r2 - r1)[:, 1]
    phase = 2 * np.pi * alpha * r1[:, 1] * (r2 - r1)[:, 0]   # A = (-B y, 0)
    if gauge == "random":
        phase = (phase + random_lambda[r2[:, 0], r2[:, 1]]
                 - random_lambda[r1[:, 0], r1[:, 1]])
    return phase


def device_hamiltonian(gauge, alpha):
    sites = np.array([(m, n) for m in range(L) for n in range(W)])
    H = sparse.diags(4 * t + site_energy).astype(complex).tocsr()
    for step in (np.array([1, 0]), np.array([0, 1])):
        r2 = sites + step
        ok = (r2[:, 0] < L) & (r2[:, 1] < W)
        r1, r2 = sites[ok], r2[ok]
        value = -t * np.exp(1j * link_phase(gauge, alpha, r1, r2))
        hop = sparse.coo_matrix(
            (value, (r2[:, 0] * W + r2[:, 1], r1[:, 0] * W + r1[:, 1])),
            shape=(L * W, L * W)).tocsr()
        H = H + hop + hop.conj().T
    return H


def cell_matrix(phases):
    """Lead cell with given phases on the links k -> k+1."""
    lower = np.diag(-t * np.exp(1j * phases), -1)
    return 4 * t * np.eye(len(phases) + 1) + lower + lower.conj().T


def lead_blocks(p, gauge, alpha, scheme, shift):
    """Cell matrix h and outward hopping V of lead p.
    matched:   the rule under test
    repeated:  first cell of the global bar gauge, repeated (faulty)
    unmatched: own Landau gauge of the lead, not matched to the bar (faulty)"""
    r, u = leads[p]
    if scheme == "repeated":
        h = cell_matrix(link_phase(gauge, alpha, r[:-1] + u, r[1:] + u))
        return h, -t * np.diag(np.exp(1j * link_phase(gauge, alpha, r, r + u)))
    s = -u[1] * r[:, 0] + u[0] * r[:, 1]
    V = -t * np.diag(np.exp(2j * np.pi * alpha * (s - shift)))
    if scheme == "unmatched":
        return cell_matrix(np.zeros(len(r) - 1)), V
    return cell_matrix(link_phase(gauge, alpha, r[:-1], r[1:])), V


def self_energy(h, V, z):
    """Semi-infinite periodic lead by decimation."""
    one = np.eye(len(h))
    surface, bulk = h.astype(complex), h.astype(complex)
    inward, outward = V.conj().T.copy(), V.copy()
    for _ in range(80):
        g = np.linalg.inv(z * one - bulk)
        io, oi = inward @ g @ outward, outward @ g @ inward
        surface, bulk = surface + io, bulk + io + oi
        inward, outward = inward @ g @ inward, outward @ g @ outward
        if max(abs(inward).max(), abs(outward).max()) < 1e-14 * t:
            break
    else:
        raise RuntimeError("decimation did not converge")
    return V.conj().T @ np.linalg.inv(z * one - surface) @ V


def long_lead_self_energy(p, alpha, z, cells):
    """Finite absorbing lead, cell by cell, in the one global gauge (-B y, 0)."""
    r, u = leads[p]
    one = np.eye(len(r))
    sigma = np.zeros((len(r), len(r)), complex)
    for c in range(cells, 0, -1):
        here = r + c * u
        h = cell_matrix(link_phase("x", alpha, here[:-1], here[1:]))
        v = -t * np.exp(1j * link_phase("x", alpha, here - u, here))
        g = np.linalg.inv(z * one - h - sigma)
        sigma = v.conj()[:, None] * g * v[None, :]
    return sigma


def transmissions(H, sigmas, energy):
    A = energy * sparse.identity(L * W, dtype=complex, format="csr") - H
    for idx, sig in zip(edge_index, sigmas):
        n = len(idx)
        A = A - sparse.coo_matrix(
            (sig.ravel(), (np.repeat(idx, n), np.tile(idx, n))),
            shape=A.shape).tocsr()
    columns = np.concatenate(edge_index)
    source = np.zeros((L * W, len(columns)), complex)
    source[columns, np.arange(len(columns))] = 1
    G = splu(A.tocsc()).solve(source)
    start = np.cumsum([0] + [len(i) for i in edge_index])
    gamma = [1j * (s - s.conj().T) for s in sigmas]
    T = np.zeros((6, 6))
    for p in range(6):
        for q in range(6):
            g = G[edge_index[p], start[q]:start[q + 1]]
            T[p, q] = np.trace(gamma[p] @ g @ gamma[q] @ g.conj().T).real
    np.fill_diagonal(T, 0.0)   # only transmissions between different leads
    return T


def solve_bar(B, gauge="x", scheme="matched", energy=E_F, eta=ETA):
    alpha = alpha_of(B)
    shifts = random_shift if gauge == "random" else np.zeros(6)
    H = device_hamiltonian(gauge, alpha)
    blocks = [lead_blocks(p, gauge, alpha, scheme, shifts[p]) for p in range(6)]
    sigmas = [self_energy(h, V, energy + 1j * eta) for h, V in blocks]
    return transmissions(H, sigmas, energy), H, blocks


def flux_map(H, blocks, cells=3):
    """Flux (units h/e) of every plaquette, read from the matrices in use."""
    link = {}

    def add(r_from, r_to, element):
        link[(r_from, r_to)] = -element / t
        link[(r_to, r_from)] = -np.conj(element) / t

    coo = H.tocoo()
    for i, j, value in zip(coo.row, coo.col, coo.data):
        if i != j:
            link[(divmod(int(j), W), divmod(int(i), W))] = -value / t
    for (r, u), (h, V) in zip(leads, blocks):
        for c in range(1, cells + 1):
            inner = [tuple(x) for x in (r + (c - 1) * u).tolist()]
            outer = [tuple(x) for x in (r + c * u).tolist()]
            for k in range(len(r)):
                add(inner[k], outer[k], V[k, k])
                if k:
                    add(outer[k - 1], outer[k], h[k, k - 1])
    flux = {}
    for (m, n), q in list(link):
        if q != (m + 1, n):
            continue
        c = [(m, n), (m + 1, n), (m + 1, n + 1), (m, n + 1)]
        loop = [(c[i], c[(i + 1) % 4]) for i in range(4)]
        if all(x in link for x in loop):
            flux[(m, n)] = -np.angle(np.prod([link[x] for x in loop])) / (2 * np.pi)
    return flux


def lead_bands(h, V, points=1000):
    k = np.linspace(-np.pi, np.pi, points + 1)[:, None, None]
    return np.linalg.eigvalsh(h + V * np.exp(-1j * k) + V.conj().T * np.exp(1j * k))


def open_modes(h, V):
    e = lead_bands(h, V)
    return int(np.sum((e[:-1] < E_F) & (e[1:] >= E_F)))


def resistances(T):
    """Current from lead 0 to lead 3: Hall (1 minus 5), longitudinal (1 minus 2)."""
    G = 2 * C.e**2 / C.h * (np.diag(T.sum(axis=0)) - T)
    keep = [0, 1, 2, 4, 5]
    v = np.zeros(6)
    v[keep] = np.linalg.solve(G[np.ix_(keep, keep)], np.array([1.0, 0, 0, 0, 0]))
    return v[1] - v[5], v[1] - v[2]


# ---------- fluxes and gauge independence ----------
expected_count = (L - 1) * (W - 1) + 3 * sum(len(r) - 1 for r, u in leads)
result, gauge_gap, flux_error = {}, {}, 0.0
for B in (B_LOW, B_HIGH):
    runs = [solve_bar(B, g) for g in ("x", "y", "random")]
    for T, H, blocks in runs:
        flux = flux_map(H, blocks)
        assert len(flux) == expected_count
        wanted = B * a**2 / (C.h / C.e)
        flux_error = max(flux_error, max(abs(f - wanted) for f in flux.values()))
        assert np.allclose(T.sum(axis=0), T.sum(axis=1), atol=1e-7)
    gauge_gap[B] = max(abs(run[0] - runs[0][0]).max() for run in runs[1:])
    result[B] = runs[0]
    assert gauge_gap[B] < 1e-6
assert flux_error < 1e-12
T_low, T_high = result[B_LOW][0], result[B_HIGH][0]
assert np.sum(abs(T_low - np.round(T_low)) > 0.02) > 5   # a non-quantized case

# ---------- one global gauge, long absorbing leads, no patching ----------
eta_abs, cells_abs = 0.01 * t, 2000
T_patched, H_x, _ = solve_bar(B_LOW, "x", eta=eta_abs)
sig_long = [long_lead_self_energy(p, alpha_of(B_LOW), E_F + 1j * eta_abs, cells_abs)
            for p in range(6)]
global_gap = abs(transmissions(H_x, sig_long, E_F) - T_patched).max()
assert global_gap < 1e-8

# ---------- field reversal ----------
reversal_gap = abs(solve_bar(-B_LOW)[0] - T_low.T).max()
assert reversal_gap < 1e-6

# ---------- faulty constructions ----------
T_rep, H_rep, b_rep = solve_bar(B_LOW, scheme="repeated")
T_unm, H_unm, b_unm = solve_bar(B_LOW, scheme="unmatched")
f_rep, f_unm = flux_map(H_rep, b_rep), flux_map(H_unm, b_unm)
unit = alpha_of(B_LOW)
rep_lead = np.array([f for (m, n), f in f_rep.items() if n >= W]) / unit
unm_joint = np.array([f for (m, n), f in f_unm.items() if n == W - 1]) / unit
assert abs(rep_lead).max() < 1e-9
assert np.allclose(unm_joint, -(W - 2), atol=1e-9)
rep_gap, unm_gap = abs(T_rep - T_low).max(), abs(T_unm - T_low).max()
assert rep_gap > 0.01 and unm_gap > 0.01
rep_gap_high = abs(solve_bar(B_HIGH, scheme="repeated")[0] - T_high).max()
unm_gap_high = abs(solve_bar(B_HIGH, scheme="unmatched")[0] - T_high).max()

# ---------- quantum Hall regime ----------
hw = C.hbar * C.e * B_HIGH / mass / MEV
modes_high = [open_modes(*b) for b in result[B_HIGH][2]]
modes_low = [open_modes(*b) for b in result[B_LOW][2]]
N = int(np.floor(E_F / hw + 0.5))
assert modes_high == [N] * 6
ideal = np.zeros((6, 6))
for q in range(6):
    ideal[(q + 1) % 6, q] = N            # electrons run clockwise for B along +z
quant_gap = abs(T_high - ideal).max()
assert quant_gap < 1e-3
RH_high, RL_high = resistances(T_high)
RH_low, RL_low = resistances(T_low)
assert abs(RH_high * 2 * N * C.e**2 / C.h - 1) < 1e-3
classical = {B: B / (density * C.e) for B in (B_LOW, B_HIGH)}

bands = lead_bands(*result[B_HIGH][2][1])
level = [bands[:, n].min() for n in (0, 1)]
for n in (0, 1):
    shift = hw * (n + 0.5) - level[n]
    assert abs(shift / (hw**2 * (2*n*n + 2*n + 1) / (32 * t)) - 1) < 0.05

# ---------- size of neglected effects (rough material inputs) ----------
temperature, g_factor, eps_r, gap_eV = 1.5, 0.44, 12.9, 1.52
mobility, lifetime_ratio = 100.0, 20.0   # m^2/(V s); transport / quantum lifetime
kT = C.k * temperature / MEV
mu_B = C.physical_constants["Bohr magneton"][0]
ell = np.sqrt(C.hbar / (C.e * B_HIGH))
coulomb = C.e**2 / (4 * np.pi * C.epsilon_0 * eps_r * ell) / MEV
tau = mass * mobility / C.e
broadening = C.hbar * lifetime_ratio / (2 * tau) / MEV
k_F = np.sqrt(2 * np.pi * density)
path = C.hbar * k_F * mobility / C.e
thermal = max(abs(solve_bar(B_LOW, energy=E_F + d)[0] - T_low).max()
              for d in (-kT, kT))

# ---------- output ----------
print(f"spacing a = {a*1e9:.1f} nm, mass = {mass/C.m_e:.3f} m_e")
print(f"bar {L} x {W} sites; probe width {len(first)} sites")
print(f"probe columns m: {first[0]}-{first[-1]} and {second[0]}-{second[-1]}")
print(f"density = {density*1e-4:.2e} cm^-2")
print(f"hopping t = {t:.3f} meV, Fermi energy = {E_F:.3f} meV")
print(f"site disorder = +-{DISORDER:.1f} meV; lead eta = {ETA/t:.0e} t")
for B in (B_LOW, B_HIGH):
    print(f"B = {B:.0f} T: flux per plaquette = {alpha_of(B):.6f} h/e")
print(f"plaquettes checked per gauge = {expected_count}")
print(f"largest flux error = {flux_error:.1e} h/e")
for B in (B_LOW, B_HIGH):
    print(f"B = {B:.0f} T: largest T change, 3 gauges = {gauge_gap[B]:.1e}")
print(f"global-gauge test: eta = {eta_abs/t:.2f} t, {cells_abs} cells per lead")
print(f"global gauge vs patched, largest T change = {global_gap:.1e}")
print(f"T(-B) vs transposed T(B), largest gap = {reversal_gap:.1e}")
print("T[p,q] at 1 T, rows p = 0..5 (to), columns q = 0..5 (from):")
for line in T_low:
    print("  " + " ".join(f"{x:7.4f}" for x in line))
print("open modes per spin at 1 T, leads 0..5:", modes_low)
print("open modes per spin at 5 T, leads 0..5:", modes_high)
print(f"1 T, repeated cell: lead flux / right flux = {abs(rep_lead).max():.3f}")
print(f"1 T, repeated cell: largest T error = {rep_gap:.4f}")
print(f"1 T, unmatched: top joint flux / right flux = {unm_joint.mean():.3f}")
print(f"1 T, unmatched: largest T error = {unm_gap:.4f}")
print(f"5 T, repeated cell: largest T error = {rep_gap_high:.2e}")
print(f"5 T, unmatched: largest T error = {unm_gap_high:.2e}")
print(f"5 T: largest deviation from clockwise T = {N}: {quant_gap:.1e}")
print(f"5 T: Hall resistance = {RH_high/1e3:.4f} kOhm")
print(f"h/(2 e^2) = {C.h/(2*C.e**2)/1e3:.4f} kOhm")
print(f"5 T: longitudinal resistance = {RL_high:.1e} Ohm")
print(f"1 T: Hall resistance = {RH_low/1e3:.4f} kOhm")
print(f"1 T: longitudinal resistance = {RL_low/1e3:.4f} kOhm")
print(f"B/(n e): {classical[B_LOW]/1e3:.4f} kOhm (1 T), "
      f"{classical[B_HIGH]/1e3:.4f} kOhm (5 T)")
print(f"5 T: cyclotron energy = {hw:.3f} meV, magnetic length = {ell*1e9:.2f} nm")
print(f"5 T: lattice Landau levels 0, 1 = {level[0]:.3f}, {level[1]:.3f} meV")
print(f"5 T: continuum levels 0, 1 = {hw/2:.3f}, {1.5*hw:.3f} meV")
print(f"neglected: k_B T at {temperature} K = {kT:.3f} meV")
print(f"1 T: largest T change for E_F +- k_B T = {thermal:.4f}")
print(f"neglected: Zeeman splitting at 5 T (|g| = {g_factor}) = "
      f"{g_factor*mu_B*B_HIGH/MEV:.3f} meV")
print(f"neglected: Coulomb energy at 5 T (eps_r = {eps_r}) = {coulomb:.2f} meV")
print(f"rough mobility = {mobility*1e4:.0e} cm^2/Vs, "
      f"lifetime ratio = {lifetime_ratio:.0f}")
print(f"neglected: lifetime broadening = {broadening:.3f} meV")
print(f"mean free path = {path*1e6:.2f} um, bar length = {L*a*1e6:.2f} um")
print(f"neglected: mass change 2 E_F/E_gap (gap {gap_eV} eV) = "
      f"{200*E_F*1e-3/gap_eV:.2f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
spacing a = 5.0 nm, mass = 0.067 m_e
bar 62 x 24 sites; probe width 20 sites
probe columns m: 6-25 and 36-55
density = 2.40e+11 cm^-2
hopping t = 22.746 meV, Fermi energy = 8.575 meV
site disorder = +-2.0 meV; lead eta = 1e-06 t
B = 1 T: flux per plaquette = 0.006045 h/e
B = 5 T: flux per plaquette = 0.030225 h/e
plaquettes checked per gauge = 1769
largest flux error = 2.9e-16 h/e
B = 1 T: largest T change, 3 gauges = 1.4e-14
B = 5 T: largest T change, 3 gauges = 1.2e-15
global-gauge test: eta = 0.01 t, 2000 cells per lead
global gauge vs patched, largest T change = 2.2e-15
T(-B) vs transposed T(B), largest gap = 2.7e-14
T[p,q] at 1 T, rows p = 0..5 (to), columns q = 0..5 (from):
   0.0000  0.3256  0.0706  0.8830  0.3021  2.3013
   2.2862  0.0000  0.0208  0.0678  0.1150  0.3983
   0.3083  1.7824  0.0000  0.3267  0.3602  0.0863
   0.9376  0.2480  2.2774  0.0000  0.3628  0.0752
   0.0628  0.0758  0.3662  2.3738  0.0000  0.0243
   0.2878  0.4563  0.1290  0.2496  1.7628  0.0000
open modes per spin at 1 T, leads 0..5: [4, 3, 3, 4, 3, 3]
open modes per spin at 5 T, leads 0..5: [1, 1, 1, 1, 1, 1]
1 T, repeated cell: lead flux / right flux = 0.000
1 T, repeated cell: largest T error = 0.6971
1 T, unmatched: top joint flux / right flux = -22.000
1 T, unmatched: largest T error = 2.6094
5 T, repeated cell: largest T error = 1.56e-03
5 T, unmatched: largest T error = 1.00e+00
5 T: largest deviation from clockwise T = 1: 9.8e-10
5 T: Hall resistance = 12.9064 kOhm
h/(2 e^2) = 12.9064 kOhm
5 T: longitudinal resistance = 2.9e-07 Ohm
1 T: Hall resistance = 2.3905 kOhm
1 T: longitudinal resistance = 0.8802 kOhm
B/(n e): 2.6006 kOhm (1 T), 13.0031 kOhm (5 T)
5 T: cyclotron energy = 8.639 meV, magnetic length = 11.47 nm
5 T: lattice Landau levels 0, 1 = 4.218, 12.453 meV
5 T: continuum levels 0, 1 = 4.320, 12.959 meV
neglected: k_B T at 1.5 K = 0.129 meV
1 T: largest T change for E_F +- k_B T = 0.0553
neglected: Zeeman splitting at 5 T (|g| = 0.44) = 0.127 meV
neglected: Coulomb energy at 5 T (eps_r = 12.9) = 9.73 meV
rough mobility = 1e+06 cm^2/Vs, lifetime ratio = 20
neglected: lifetime broadening = 0.173 meV
mean free path = 8.08 um, bar length = 0.31 um
neglected: mass change 2 E_F/E_gap (gap 1.52 eV) = 1.13 %
ALL CHECKS PASSED
```
